\section*{The Ridge Method for a Migration Saddle in a Double Well}

\section{Which energy enters the hop rate?}

Before an ion's hop rate can enter a model of oxide growth, one must decide which energy to use as its barrier. The highest point on the straight line between two sites is easy to compute, but the ion is free to go around it. In the example below the straight line gives 3.05 eV, whereas the lowest pass is at 2.06 eV. At 1300 K, using the first value in place of the second would multiply the rate by $1.5\times10^{-4}$.

The lowest pass is a first-order saddle: the gradient vanishes and exactly one curvature is negative. The ridge method finds it from gradients alone. It places two points on either side of the ridge between the wells, lets both move downhill, and draws them together as they approach the saddle.

\section{A surface small enough for hand work}

Let $x,y$ be the position of a chromium ion in nm and $V$ its energy in eV. With $\xi=x/L$, take
\begin{align}
V(x,y)&=W(x)+\tfrac12K[y-c(x)]^2,\\
W&=4E_0\left(\frac{\xi^4}{4}-\frac{\delta\xi^3}{3}-\frac{\xi^2}{2}
+\delta\xi+\frac14+\frac{2\delta}{3}\right),\\
c&=B(1-\xi^2)+C\xi .
\end{align}
The curve $y=c(x)$ is a bent valley, and $W$ is the energy along it. The parameters are $E_0=1.6$ eV, $L=0.14$ nm, $\delta=0.1$, $K=800$ eV/nm$^2$ and $B=C=0.05$ nm.

Differentiation gives
\begin{align}
V_y&=K(y-c),\qquad V_x=W'-V_y\,c',\\
W'&=\frac{4E_0}{L}(\xi^2-1)(\xi-\delta),\qquad
c'=\frac{C-2B\xi}{L}.
\end{align}
At a stationary point $V_y=0$ requires $y=c$, and $V_x=0$ then requires $W'=0$. Hence $\xi=-1$, $1$ or $\delta$. At these points the second derivatives are $V_{xx}=W''+Kc'^2$, $V_{xy}=-Kc'$ and $V_{yy}=K$, so their determinant is $KW''$. It is positive at $\xi=\pm1$, which are minima, and negative at $\xi=\delta$, which is the saddle.

The minima are therefore $(-0.14,-0.05)$ and $(0.14,0.05)$ nm, and the saddle is $(0.0140,0.0545)$ nm. The constant in $W$ makes the left minimum the zero of energy, so the barrier from the left is
\begin{equation}
W(\delta L)=4E_0\left(\frac14+\frac{2\delta}{3}+\frac{\delta^2}{2}
-\frac{\delta^4}{12}\right)=2.0586\ \mathrm{eV}.
\end{equation}
The right minimum lies at 0.8533 eV, so the reverse barrier is 1.2053 eV. The search uses none of this knowledge of the saddle.

\section{One cycle by hand}

\subsection{Find the top of the chord}

On the straight line between the minima $y=C\xi$, so $y-c=-B(1-\xi^2)$ and
\begin{align}
V&=W+\tfrac12KB^2(1-\xi^2)^2,\\
\frac{dV}{d\xi}&=(\xi^2-1)\left[4E_0(\xi-\delta)+2KB^2\xi\right].
\end{align}
Between the minima the bracket must vanish. Since $KB^2=2$ eV,
\begin{equation}
\xi=\frac{4E_0\delta}{4E_0+2KB^2}=\frac{0.64}{10.4}=0.0615 .
\end{equation}
The top is at $(0.0086,0.0031)$ nm, with energy 3.046 eV. It is not a saddle: the gradient there has magnitude 42.3 eV/nm and is perpendicular to the chord.

\subsection{Place the bracket and relax it}

The unit vector along the chord is $(0.942,0.336)$. With half-width $h=0.05$ nm the two ends are
\begin{equation}
P=(-0.0385,-0.0137),\qquad Q=(0.0557,0.0199)\ \mathrm{nm}.
\end{equation}
At $P$, $\xi=-0.275$, which gives $V_y=-37.0$, $W'=15.8$ and $c'=0.553$, so $V_x=15.8+37.0(0.553)=36.3$ eV/nm. At $Q$, $\xi=0.398$, and the same formulas give $V_y=-33.7$ and $V_x=-9.0$ eV/nm.

Move each end by $-g\nabla V$ with $g=4\times10^{-4}$ nm$^2$/eV:
\begin{equation}
P'=(-0.0530,0.0011),\qquad Q'=(0.0593,0.0334)\ \mathrm{nm}.
\end{equation}
Both ends have risen in $y$, towards the valley, and they have moved apart in $x$, each towards its own well. The slope of the chord has fallen from 0.357 to 0.288. The top of the new chord has energy 2.526 eV, down from 3.046 eV. The next bracket is centred there, with $h$ reduced to $0.7\times0.05=0.035$ nm.

\section{Why the cycle finds the saddle}

Close to a saddle, let $u$ be the coordinate along the unstable direction and $s$ the one along the stable direction, both measured from the saddle. To second order, apart from a constant,
\begin{equation}
V=-\tfrac12au^2+\tfrac12bs^2,\qquad a,b>0 .
\end{equation}
The dividing ridge is the set of points from which continuous steepest descent ends at the saddle. Here it is the line $u=0$.

The gradient is $(-au,bs)$, so one relaxation gives
\begin{equation}
u'=(1+ga)u,\qquad s'=(1-gb)s .
\end{equation}
Write the chord as $s=s_0+Tu$, where $s_0$ is its crossing with the ridge and $T$ its slope. Substituting $u=u'/(1+ga)$ gives
\begin{equation}
s'=(1-gb)s_0+T\,\frac{1-gb}{1+ga}\,u' .
\end{equation}
A line is thus carried into a line. Its crossing shrinks by $1-gb$, and its slope by $(1-gb)/(1+ga)$. For $0<gb<1$ the chord descends to the saddle without overshoot and turns towards the unstable direction. Placing a new bracket on the same chord does not alter the line, so these factors apply in every cycle.

The chord's top follows from setting the derivative of $-\frac12au^2+\frac12b(s_0+Tu)^2$ to zero:
\begin{equation}
-au+bT(s_0+Tu)=0\quad\Rightarrow\quad
u_{\max}=\frac{bs_0T}{a-bT^2}.\label{top}
\end{equation}
The second derivative is $-a+bT^2$, so this is a maximum if $T^2<a/b$. A steeper chord has no maximum near the saddle. At the top,
\begin{equation}
s_{\max}=s_0+Tu_{\max}=\frac{as_0}{a-bT^2}.
\end{equation}
Inserting both coordinates into $V$ gives the excess over the saddle energy:
\begin{equation}
\Delta V=\frac{-ab^2T^2s_0^2+a^2bs_0^2}{2(a-bT^2)^2}
=\frac{ab\,s_0^2}{2(a-bT^2)} .
\end{equation}
Within the quadratic region the chord's top therefore approaches the barrier from above, with an energy error quadratic in the position error.

Equation (\ref{top}) also shows that the top is generally not on the ridge. On the first chord of the example, bisection combined with steepest descent in small steps puts the boundary between the basins at $(0.0227,0.0081)$ nm, which is 0.0150 nm from the top. A bracket narrower than this gap starts with both ends in the same basin. It may still recover, because the top moves as the chord relaxes, but covering the gap is the safer choice.

\section{Why the bracket must contract}

On a curved surface a wide bracket has a systematic error. Include the cubic term $\frac12V_{uus}u^2s$, where $V_{uus}$ is a third derivative at the saddle. For ends at $u=\pm h$ the mean displacement in $s$ is
\begin{equation}
\Delta s=-g\left(bs+\tfrac12V_{uus}h^2\right);
\end{equation}
terms odd in $u$ cancel in the mean. At fixed $h$ the motion stops where the parenthesis vanishes:
\begin{equation}
s^*=-\frac{V_{uus}h^2}{2b}.
\end{equation}
To this order the step $g$ drops out, so smaller steps do not cure the error.

In the example $V_{uus}=4003.5$ eV/nm$^3$ and $b=847.27$ eV/nm$^2$. For $h=0.008$ nm the formula gives $s^*=-1.512\times10^{-4}$ nm, and a run with this width held fixed stalls at the same value to four figures. Halving $h$ reduces the error fourfold, to $-3.78\times10^{-5}$ nm. A chord energy that has stopped falling is therefore no proof of a saddle; the gradient must vanish as well.

Now let $h_k=h_0q^k$ in cycle $k$. The displacement above gives
\begin{equation}
s_{k+1}=(1-gb)s_k-\tfrac12gV_{uus}h_0^2q^{2k}.
\end{equation}
One part of the solution decays as $(1-gb)^k$ and the other as $q^{2k}$. The bracket does not set the pace if $q^2<1-gb$.

Contraction can also be too fast. The ridge of a curved surface is itself bent. With the cubic term $\frac12V_{uss}us^2$, a chord along $u$ has its top where $-au+\frac12V_{uss}s^2=0$, so
\begin{equation}
u_{\mathrm{top}}=\frac{V_{uss}s^2}{2a}.
\end{equation}
Under steepest descent $\dot u=au-\frac12V_{uss}s^2$ and $\dot s=-bs$. Inserting $u=\kappa s^2$ for the ridge gives $-2b\kappa=a\kappa-\frac12V_{uss}$, hence
\begin{equation}
u_{\mathrm{ridge}}=\frac{V_{uss}s^2}{2(a+2b)} .
\end{equation}
The two differ by an amount proportional to $s^2$. The same cubic term also tilts the chord by an amount proportional to $s$, and by (\ref{top}) this adds another offset of order $s^2$. Unless these contributions cancel, the gap between top and ridge eventually falls as $(1-gb)^{2k}$, and $h$ must fall more slowly. Together the two conditions are
\begin{equation}
(1-gb)^2<q<\sqrt{1-gb}.\label{window}
\end{equation}
In exact arithmetic the lower limit keeps the bracket astride the ridge in late cycles; the upper one keeps the width error from slowing convergence. Neither replaces a sufficient initial width.

\section{The method in general}

For $N$ coordinates $\mathbf r$ the procedure is as follows.
\begin{enumerate}
\item Choose points $\mathbf r_A,\mathbf r_B$ in opposite basins, a half-width $h$, a step $g$ and a factor $q<1$.
\item Find the maximum $\mathbf r_m$ on the chord, where $\nabla V\cdot\mathbf d=0$ and $\mathbf d$ is the unit vector from $A$ to $B$. If the chord does not rise near $A$ and fall near $B$, the bracket is lost: return to a wider one.
\item Stop if $|\nabla V(\mathbf r_m)|$ is below the chosen limit.
\item Set $\mathbf r_{A,B}=\mathbf r_m\mp h\mathbf d$, move each end by $-g\nabla V$, replace $h$ by $qh$, and return to step 2.
\item Accept the result if it has exactly one negative curvature and descents from the two sides reach the intended wells.
\end{enumerate}

Near the saddle each stable direction $i$, with curvature $b_i$, shrinks by its own factor $1-gb_i$. If all $gb_i$ lie between 0 and 1, the softest stable direction decides the long-run speed, while the stiffest limits the step. A wide spread of curvatures therefore makes the plain gradient step slow. In (\ref{window}), $1-gb$ is then replaced by the largest of these factors. Convergence is local: a distant starting pair may lose the ridge or lead to another saddle.

\section{Reading the full run}

Started from the two minima with $h_0=0.05$ nm and $q=0.7$, the search gives the following values. The last column is the distance from the saddle.
\begin{center}
\begin{tabular}{rcccc}
$k$ & $h$ (nm) & $V$ (eV) & $|\nabla V|$ (eV/nm) & error (nm)\\
0 & $5.0\times10^{-2}$ & 3.0463 & 42.3 & $5.2\times10^{-2}$\\
1 & $3.5\times10^{-2}$ & 2.5258 & 28.4 & $3.4\times10^{-2}$\\
3 & $1.7\times10^{-2}$ & 2.1608 & 13.1 & $1.6\times10^{-2}$\\
10 & $1.4\times10^{-3}$ & 2.0590 & 0.79 & $9.3\times10^{-4}$\\
43 & $1.1\times10^{-8}$ & 2.0586 & $9\times10^{-7}$ & $1.1\times10^{-9}$
\end{tabular}
\end{center}
The energy settles long before the position does, as the quadratic energy error requires. At $k=10$ the chord is nearly aligned, so $\Delta V\approx\frac12bs^2=\frac12(847)(9.3\times10^{-4})^2=3.7\times10^{-4}$ eV, which is the difference found in the run.

The curvatures at the saddle are $-a=-305.2$ and $b=847.3$ eV/nm$^2$. Thus $1-gb=1-0.339=0.661$, and the gradient falls by this factor per cycle over the last ten cycles. Reducing it from 42.3 to $9.3\times10^{-7}$ eV/nm should take $\ln(4.5\times10^7)/\ln(1/0.661)\approx43$ cycles, as it does.

The window (\ref{window}) is $0.437<q<0.813$. With $q=0.7$, steepest descent from the ends of all 44 brackets leads to opposite wells. With $q=0.3$ and the other settings unchanged, the bracket is lost after eight placements. With $q=0.7$ but $h_0=0.002$ nm it is lost after the first: both ends lie in the same basin, and the relaxed chord has no maximum between them. With $h_0=0.012$ nm both ends also start in one basin, yet the search converges.

\section{From the saddle to a hop rate}

In classical transition-state theory the rate is the equilibrium flux through a dividing line, here the straight line through the saddle along $s$, with every crossing counted as a hop. Let $\lambda_1,\lambda_2$ be the curvatures at the left minimum, $m$ the ion mass and $E_b$ the barrier. The outward speed, averaged over all ions with inward motion counted as zero, is $\int_0^\infty v\sqrt{m/2\pi k_BT}\,e^{-mv^2/2k_BT}\,dv=\sqrt{k_BT/2\pi m}$. The Gaussian integrals over the line and the well give
\begin{align}
k&=\sqrt{\frac{k_BT}{2\pi m}}\,
\frac{\sqrt{2\pi k_BT/b}}{2\pi k_BT/\sqrt{\lambda_1\lambda_2}}\,
e^{-E_b/k_BT}\\
&=\frac{1}{2\pi}\sqrt{\frac{\lambda_1\lambda_2}{mb}}\,e^{-E_b/k_BT}
=\frac{\nu_1\nu_2}{\nu_s}e^{-E_b/k_BT},
\end{align}
where each $\nu=\sqrt{\lambda/m}/2\pi$ and $\nu_s$ belongs to $\lambda=b$. For a mass of 52 u, $\nu_1=3.53$, $\nu_2=10.10$ and $\nu_s=6.31$ THz, so the prefactor is $5.65\times10^{12}$ s$^{-1}$. At 1300 K, $k_BT=0.1120$ eV and
\begin{equation}
k=5.65\times10^{12}\,e^{-2.0586/0.1120}\approx5.9\times10^4\ \mathrm{s^{-1}} .
\end{equation}

The parameters imitate, roughly, a cation hop in the chromium oxide scale on hot chromium: a barrier near 2 eV and a site distance near 0.3 nm. They are not a computed surface of that oxide. In particular, equivalent sites in a perfect crystal have equal energies, whereas these wells differ by 0.85 eV. The energy difference alone gives a factor $e^{0.8533/0.1120}\approx2030$. Since $\lambda_1\lambda_2=KW''$ is proportional to $1+\delta$ in the left well and to $1-\delta$ in the right one, the prefactors add a factor $\sqrt{0.9/1.1}=0.905$. The return hop is therefore about 1800 times faster at 1300 K, and $k$ alone is not a net transport rate. Real scale growth also depends on the supply of defects and on transport along grain boundaries, which a single hop rate does not contain. Of the corrections to $k$ estimated in this section, the field in a very thin film is the largest. With the full formal charge $+3e$, 1 V across 3 nm (3.33 MV/cm) does 0.18 eV of work over the 0.18 nm to the saddle along the hop axis, and raises the rate of a hop along the field by a factor of about 5. A film on chromium at 1300 K soon outgrows this thickness, so the estimate concerns only the earliest growth. It also assumes that the hot film sustains this field without breakdown or strong leakage. The same voltage across 1 $\mu$m changes the rate by 0.5\%.

Other corrections act on the same rate. An error of 0.1 eV in the barrier, the energy difference between saddle and well, means a factor of 2.4. Three oxygen atoms moving fully with the ion would reduce the rate to 0.72 of its value, and a third direction 1.5 times stiffer at the saddle than in the well to 0.82. Numerical integration of the Boltzmann factor over the well and the dividing line, in place of the Gaussian integrals, lowers it by 1.1\%. Harmonic quantum corrections, including tunnelling, raise it by 0.5\%. Recrossing of the dividing line is left out; it would lower the rate. For this example the barrier is converged numerically far beyond the accuracy of the energy surface, so further effort belongs in the energy surface and, for very thin films, in the local field.
